\section*{Why Quantum Capacitance Halves at a Ballistic Transistor's Barrier Top}

\section*{Which electrons stand at the barrier top}

\textbf{Q.} I am modelling a short n-channel transistor with one occupied subband. At zero drain bias I use the two-dimensional density of states to get the quantum capacitance. At high drain bias I am told to use a different value, although the material and the subband are the same. What has changed?

\textbf{A.} The occupation of the states has changed, not the states themselves. Let $E_{\rm top}$ be the subband bottom at the highest point of the source--drain barrier. Assume that the potential varies smoothly along the transport direction $x$ and is uniform across the width, that motion is ballistic, and that the contacts absorb every electron reaching them. For now, neglect tunnelling and quantum reflection.

Take an electron at the barrier top with $k_x>0$. Its total energy and its transverse wave number $k_y$ are conserved, so its kinetic energy along $x$ was larger everywhere on the source side, where the subband bottom is lower. Traced backwards, it never meets a turning point before the source. It therefore carries the source occupation. The same argument traces an electron with $k_x<0$ back to the drain.

The source must also have states at all these energies, which requires its band bottom to lie below $E_{\rm top}$. If scattering or a narrow access region prevents the source from filling them, the argument needs a different occupation function.

\textbf{Q.} How many states does each contact control?

\textbf{A.} Half of them. For one valley, with two spins and an isotropic parabolic mass $m$, write $\varepsilon=\hbar^2k^2/2m$ for the energy above $E_{\rm top}$. The number of states per unit area in an element of the $k$-plane is
\[
2\,\frac{d^2k}{(2\pi)^2}=\frac{2}{(2\pi)^2}\,k\,dk\,d\phi
=\frac{2}{(2\pi)^2}\,\frac{m}{\hbar^2}\,d\varepsilon\,d\phi ,
\]
because $k\,dk=m\,d\varepsilon/\hbar^2$. The full angular range $2\pi$ gives the density of states
\[
D=\frac{m}{\pi\hbar^2}.
\]
The velocity $v_x=\hbar k_x/m$ has the sign of $k_x$, so right-movers fill an angular range $\pi$ and have density $D/2$. Left-movers have the other $D/2$. Neither density depends on $\varepsilon$.

\section*{From charge to capacitance}

\textbf{Q.} Which derivative do you call the quantum capacitance? With two Fermi levels the definition is not obvious to me.

\textbf{A.} I hold both contact Fermi levels fixed and move the barrier. Let the source level be $\mu_S$, the drain level $\mu_D=\mu_S-qV_D$, and
\[
u=\mu_S-E_{\rm top},\qquad q>0 .
\]
Raising the local electrostatic potential $\psi$ by $d\psi$ lowers the electron energy $E_{\rm top}$ by $q\,d\psi$, so $du=q\,d\psi$. If $N$ is the electron density per area and $qN$ the magnitude of its charge,
\[
C_Q=\left.\frac{\partial(qN)}{\partial\psi}\right|_{\mu_S,\mu_D}
=q^2\left.\frac{\partial N}{\partial u}\right|_{V_D}.
\]
This is a capacitance per area.

The density is the sum of the two directed populations:
\[
N=\frac D2\int_0^\infty d\varepsilon
\left[\frac{1}{1+e^{(\varepsilon-u)/kT}}
+\frac{1}{1+e^{(\varepsilon-u+qV_D)/kT}}\right].
\]
Here $k$ in $kT$ is Boltzmann's constant. The first integrand is the derivative of $-kT\ln[1+e^{(u-\varepsilon)/kT}]$ with respect to $\varepsilon$. That function vanishes at the upper limit, and subtracting its value at the lower limit leaves $+kT\ln(1+e^{u/kT})$. The second integral follows by replacing $u$ with $u-qV_D$:
\[
N=\frac{D\,kT}{2}\left[\ln\!\left(1+e^{u/kT}\right)
+\ln\!\left(1+e^{(u-qV_D)/kT}\right)\right].
\]
Differentiating a logarithm gives, for the source term,
\[
kT\,\frac{\partial}{\partial u}\ln(1+e^{u/kT})
=\frac{e^{u/kT}}{1+e^{u/kT}}=\frac{1}{1+e^{-u/kT}}\equiv f_S .
\]
This is the source Fermi function evaluated at $E_{\rm top}$. The drain term gives $f_D=1/[1+e^{(qV_D-u)/kT}]$. Hence
\begin{equation}
C_Q=\frac{C_0}{2}\,(f_S+f_D),\qquad C_0=q^2D=\frac{q^2m}{\pi\hbar^2}.
\label{cq}
\end{equation}

\textbf{Q.} And the two bias limits?

\textbf{A.} At $V_D=0$ the two occupations are equal. If $u\gg kT$, both are close to one and $C_Q\simeq C_0$. At high drain bias, with $u\gg kT$ and $qV_D-u\gg kT$, we have $f_S\simeq1$ and $f_D\simeq0$, so
\[
C_Q\simeq\frac{C_0}{2}.
\]
The second condition compares $qV_D$ with $u$. A drain bias of a few $kT/q$ does not suffice when the barrier top is deeply degenerate, because the drain can then still fill the left-moving states near the subband bottom.

\textbf{Q.} Why does the occupation at the subband bottom appear? I expected the response to come from electrons at the Fermi level.

\textbf{A.} These are two ways of counting the same change. Hold total energy fixed and lower the subband by $\delta$. At energies above the old bottom the density of states is unchanged, because it is constant. New states appear in the strip of width $\delta$ below the old bottom: $D\delta/2$ for each direction. Their occupations are $f_S$ and $f_D$, which gives (\ref{cq}).

Alternatively, measure energy from the moving bottom. The states then stay put and each Fermi edge moves up by $\delta$. The source edge adds $D\delta/2$ right-movers. A drain edge inside the band adds $D\delta/2$ left-movers, whereas one far below the bottom adds none. In either count, the empty left-moving half contributes neither charge nor response.

\section*{What if the barrier moves to keep the charge?}

\textbf{Q.} That comparison seems to hold the barrier fixed. In my device the gate tries to hold the charge. If the drain stops supplying electrons, the barrier falls and the source supplies more. Does that restore the capacitance?

\textbf{A.} In the degenerate limit it restores charge but not capacitance. Compare the two fillings at equal $N$, and define $\nu=N/(D\,kT)$. At zero drain bias the two logarithms are equal:
\[
\nu=\ln(1+e^{u/kT})
\;\Longrightarrow\;
e^{-\nu}=\frac1{1+e^{u/kT}}=1-f_S .
\]
Thus $f_S=f_D=1-e^{-\nu}$ and $C_Q^{\rm eq}=C_0(1-e^{-\nu})$.

With the source alone supplying the same density, at a new barrier position $u'$,
\[
\nu=\tfrac12\ln(1+e^{u'/kT})
\;\Longrightarrow\;
e^{-2\nu}=1-f_S' .
\]
Therefore $C_Q^{\rm source}=(C_0/2)(1-e^{-2\nu})$. Factoring $1-e^{-2\nu}=(1-e^{-\nu})(1+e^{-\nu})$, we find
\begin{equation}
\frac{C_Q^{\rm source}}{C_Q^{\rm eq}}
=\frac{1+e^{-\nu}}{2}\qquad\text{at fixed }N .
\label{fixedn}
\end{equation}
For $\nu\gg1$ this tends to one half. The source-fed half fills to twice the depth, but a constant density of states gives no larger response at greater depth.

For $\nu\ll1$ the ratio tends to one. In that dilute limit each population obeys $\partial N/\partial u=N/kT$, so equal charge means equal quantum capacitance whichever contact supplied it. A direct summation over the $k$-plane gives ratios 0.976, 0.684 and 0.503 at $\nu=0.05$, 1 and 5, in agreement with (\ref{fixedn}).

\textbf{Q.} So degeneracy matters only if the charge, rather than the barrier, is held fixed?

\textbf{A.} For the ratio, yes. At fixed $u$, removing the drain term from (\ref{cq}) leaves one half at any temperature, since $f_S=f_D$ initially. Degeneracy is needed for the two absolute values $C_0$ and $C_0/2$, and for the ratio to survive a moving barrier.

The parabolic two-dimensional band matters for the same reason. In one dimension at zero temperature, $N=a\sqrt u$ with both directions filled, where $a$ is a constant, and $N=(a/2)\sqrt{u'}$ with one direction filled. Equal charge requires $u'=4u$. In both cases $\partial N/\partial u$ equals $N$ divided by twice the filling depth, so the ratio is $u/u'=1/4$. The missing direction gives one factor of two, and the falling one-dimensional density of states gives the other.

\section*{Putting the gate back}

\textbf{Q.} My gate holds neither $u$ nor $N$ perfectly. Where does the barrier settle?

\textbf{A.} Let $C_{\rm ins}$ be the insulator capacitance per area. Define the overdrive $V_G$ as the gate voltage measured from the value at which an uncharged channel would have $E_{\rm top}=\mu_S$. With no charge, perfect gate control gives $u=qV_G$. Electron charge raises the barrier again, so
\begin{equation}
qN=C_{\rm ins}\left(V_G-\frac uq\right).
\label{gate}
\end{equation}
In the degenerate limit at zero drain bias, $N=Du$, hence $qN=C_0u/q$. Inserting this and collecting the terms in $u$,
\[
(C_0+C_{\rm ins})\frac uq=C_{\rm ins}V_G
\;\Longrightarrow\;
\frac uq=\frac{C_{\rm ins}V_G}{C_{\rm ins}+C_0}.
\]
In saturation $N=Du/2$, and the same algebra gives
\[
\frac uq=\frac{C_{\rm ins}V_G}{C_{\rm ins}+C_0/2}.
\]
The barrier top moves down relative to $\mu_S$, but by less than would be needed to keep all the charge.

\textbf{Q.} At which drain voltage should I see the change?

\textbf{A.} Its midpoint occurs when $\mu_D$ passes $E_{\rm top}$, that is, when $qV_D=u$. There $f_D=1/2$ and $f_S\simeq1$, so $C_Q\simeq3C_0/4$. At low temperature the left-moving population has just vanished at this point, so the saturated charge balance applies. The midpoint is therefore
\[
V_D^*=\frac{C_{\rm ins}V_G}{C_{\rm ins}+C_0/2}.
\]
Temperature spreads the change over several $kT/q$. It also lowers the midpoint somewhat, because the drain still supplies a density $D\,kT\ln2/2$ when $qV_D=u$. In the example below the midpoint moves from 0.181 V at low temperature to 0.174 V at 300 K.

\textbf{Q.} Should the measured gate capacitance also halve?

\textbf{A.} Not in general. Vary $V_G$ at fixed $V_D$. With $d\psi=du/q$, the channel and the insulator give
\[
d(qN)=C_Q\,d\psi,\qquad
d(qN)=C_{\rm ins}(dV_G-d\psi).
\]
The first relation gives $d\psi=d(qN)/C_Q$. Substitution in the second gives $d(qN)\,(1+C_{\rm ins}/C_Q)=C_{\rm ins}\,dV_G$, and so
\[
C_G=\frac{d(qN)}{dV_G}=\frac{C_{\rm ins}C_Q}{C_{\rm ins}+C_Q}.
\]
If $C_{\rm ins}\ll C_Q$, then $C_G\simeq C_{\rm ins}$ at both biases and the change is nearly hidden. If $C_{\rm ins}\gg C_Q$, the gate capacitance nearly halves. This $C_G$ describes charge at the barrier top. A terminal measurement also collects charge elsewhere in the channel and fringing capacitance.

\section*{Numbers for a III--V channel}

\textbf{Q.} Can you put this into numbers for a thin InGaAs channel?

\textbf{A.} Take rough band parameters for such a well: bulk mass $0.041\,m_e$, nonparabolicity $1.2$ eV$^{-1}$ and thickness 7 nm. A hard-wall estimate puts the first subband 0.157 eV above the bulk band edge, with a mass of $0.0565\,m_e$ at its bottom. First treat that subband as parabolic. Then $D=2.360\times10^{13}$ eV$^{-1}$cm$^{-2}$. One electronvolt per elementary charge is one volt, so
\[
C_0=(1.602\times10^{-19}\,{\rm C})(2.360\times10^{13}\,{\rm V^{-1}cm^{-2}})
=3.78\ \mu{\rm F/cm^2}.
\]
An equivalent oxide thickness of 1.2 nm gives $C_{\rm ins}=2.88\ \mu$F/cm$^2$. Choose $V_G=0.30$ V and $T=300$ K, where $kT=25.85$ meV. The degenerate barrier positions are
\begin{align*}
V_D=0:\quad &\frac uq=\frac{2.878\times0.30}{2.878+3.781}=0.130\ {\rm V},\\
\text{saturation}:\quad &\frac uq=\frac{2.878\times0.30}{2.878+1.890}=0.181\ {\rm V}.
\end{align*}
The finite-temperature solutions agree to within 0.1 mV at $V_D=0$ and at 0.50 V. They correspond to $u/kT=5.0$ and 7.0, so both cases are degenerate.

At $V_D=0.50$ V, $f_S=0.999$ and $f_D=4.4\times10^{-6}$. The quantum capacitance falls from 3.76 to 1.89 $\mu$F/cm$^2$, a ratio of 0.503 at fixed gate voltage. The density falls from $3.06\times10^{12}$ to $2.14\times10^{12}$ cm$^{-2}$, which is less than a halving because the barrier has moved. The gate capacitance falls from 1.63 to 1.14 $\mu$F/cm$^2$, a ratio of 0.70.

\textbf{Q.} And between those two biases?

\textbf{A.} At drain biases of 0.1, 0.2 and 0.3 V, $C_Q/C_0$ is 0.950, 0.647 and 0.504. The first bias is almost $4kT/q$, yet the drop has barely begun, because $u=0.157$ eV still exceeds $qV_D$. At 0.2 V, $u=0.177$ eV and the drain level lies just below the barrier top. The calculated midpoint at 4 K is 0.181 V, as the expression for $V_D^*$ predicts.

\section*{Where the factor shifts}

\textbf{Q.} Real electrons are waves. Does the division into source and drain states survive at a short barrier?

\textbf{A.} I replaced the trajectories by scattering states for a smooth barrier with half-length 12 nm and edge-width parameter 2 nm. The source Fermi level was 0.35 eV above the source band edge, and $u$ was taken from the solutions above. Moving the barrier top with the contact band edges fixed gives $C_Q/C_0=0.99$ at zero bias and 0.48 at 0.50 V (0.49 if $u$ and the shift are measured at the actual maximum of the potential rather than at the nominal plateau). Their ratio is 0.49.

The high-bias value is about 3\% below the semiclassical one. The calculation includes reflection, interference and tunnelling, as well as small errors from the grid and from the slight overlap of the barrier edges, and does not separate their shares. Drain-fed states supply a fraction $8\times10^{-7}$ of the density at high bias, so for this barrier the assignment to the source holds well. A shorter barrier mainly changes the high-bias value. With a half-length of 6 nm the barrier edges overlap, so $u$ and the shift must both be measured at the actual maximum of the potential. For the same values of $u$, with the density read at a fixed position (the maximum before the shift), $C_Q/C_0$ is then about 0.99 at zero bias and 0.43 at 0.50 V, a ratio of 0.44. At high bias the maximum moves as the barrier is shifted, and reading the density at the moving maximum gives about 0.5 instead. The drain-fed share is still below $10^{-4}$ at high bias, so the assignment to the source survives, but for so short a barrier the local high-bias $C_Q$ depends on this choice by about 15\%.

\textbf{Q.} Which assumption would a real InGaAs device break most seriously?

\textbf{A.} Among the effects computed here, with the hard-wall subband spacing and the 12 nm barrier half-length, backscattering and nonparabolicity move the ratio most. In a well with finite walls the second subband can matter more, as discussed below. Suppose a fraction $r$ of source electrons crosses the top and is scattered back from the drain side. Take $r$ independent of energy. Left-movers then have occupation $rf_S+(1-r)f_D$, where the second weight preserves equilibrium when $f_S=f_D$. Thus
\[
C_Q=\frac{C_0}{2}\left[(1+r)f_S+(1-r)f_D\right].
\]
For a rough 10 nm backscattering layer and a 100 nm mean free path, I estimate $r=10/(10+100)=0.091$. The self-consistent ratio rises from 0.503 to 0.548, because some left-moving states are now fed by the source.

For nonparabolicity, use $\hbar^2k^2/2m=\varepsilon(1+\alpha\varepsilon)$ with $\alpha=0.871$ eV$^{-1}$ measured from the subband bottom. Since $k\,dk$ is now proportional to $(1+2\alpha\varepsilon)\,d\varepsilon$, the density of states grows with filling. At low temperature the ratio becomes
\[
\frac12\,\frac{1+2\alpha u_{\rm high}}{1+2\alpha u_{\rm zero}}
\simeq\frac12\,\frac{1.315}{1.226}=0.536,
\]
where the subscripts denote high and zero drain bias and the parabolic barrier positions have been inserted. Solving again for the barrier at 300 K gives 0.539. The absolute values change more: $C_Q$ becomes 4.55 and 2.45 $\mu$F/cm$^2$, or 21\% and 30\% above the parabolic results.

\textbf{Q.} Are the other numbers representative, and do any of them threaten the one-subband picture?

\textbf{A.} The parameters describe a thin III--V channel with a strongly scaled gate insulator. A thicker insulator, or a charge centroid farther from the gate, would lower the effective $C_{\rm ins}$ and hide more of the change in $C_G$. Interface traps would add a response that need not follow the drain occupation.

The hard-wall spacing to the second subband is 0.319 eV. Including that subband gives a ratio of 0.506, but a real well has finite walls and a smaller spacing, so this understates its effect, possibly by a large amount. With walls about 0.5 eV high the spacing falls to roughly 0.2 eV, close to $u$ at high bias, and the ratio can exceed 0.6. The one-subband picture then fails, so calculate the spacing for your own well before using the factor of one half. Drain coupling equal to 10\% of $C_{\rm ins}$ gives 0.504, and operation at 358 K gives 0.506. Each correction was computed separately, so these numbers do not give their combined effect.

The oxide-equivalent field is 1.4 MV/cm at zero bias and 1.0 MV/cm at high bias, well below the rough 10 MV/cm breakdown scale of good silicon dioxide. For band-to-band tunnelling, the bulk gap plus electron confinement is 0.897 eV. In this hard-wall estimate the valence edge at the barrier top is about $0.181+0.897=1.078$ eV below $\mu_S$; finite walls reduce this distance by several hundredths of an electronvolt. Drain conduction states reach that energy only if the drain band bottom lies more than $1.078-0.50=0.578$ eV below $\mu_D$. With the 0.35 eV filling depth used for the contacts in the wave calculation, that window is closed, even after the correction for finite walls. A more heavily doped drain can have states at that energy, but they lie far below $\mu_D$ and are almost all occupied, which blocks tunnelling into them. The numerical output gives the remaining digits.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: bulk mass 0.041 m_e, nonparabolicity 1.2 1/eV
Well 7.0 nm, bulk gap 0.74 eV, oxide equivalent 1.2 nm
Overdrive 0.30 V, drain bias 0.50 V, kT 25.85 meV
First subband energy 0.157 eV, spacing to second 0.319 eV
Subband mass 0.0565 m_e, nonparabolicity 0.871 1/eV
Density of states D 2.360e+13 1/(eV cm2)
C0 3.781, C0/2 1.890, C_ins 2.878 uF/cm2
Zero bias: u 0.1296 eV, degenerate formula 0.1297 eV
High bias: u 0.1810 eV, degenerate formula 0.1811 eV
u/kT: zero bias 5.01, high bias 7.00
High bias f_S 0.99909, f_D 4.38e-06
N: zero bias 3.061e+12, high bias 2.136e+12 cm^-2
C_Q: zero bias 3.756, high bias 1.889 uF/cm2
C_Q ratio at fixed gate voltage 0.5029
C_G: zero bias 1.629, high 1.140 uF/cm2
C_G ratio 0.6999
Midpoint of drop at 4 K: 0.1810 V
Vd 0.0 V: u 0.1296 eV, C_Q/C0 0.9934
Vd 0.1 V: u 0.1573 eV, C_Q/C0 0.9497
Vd 0.2 V: u 0.1775 eV, C_Q/C0 0.6469
Vd 0.3 V: u 0.1809 eV, C_Q/C0 0.5045
Vd 0.5 V: u 0.1810 eV, C_Q/C0 0.4995
Fixed charge, N/(D kT) = 0.05: C_Q ratio 0.9756
Fixed charge, N/(D kT) = 1.00: C_Q ratio 0.6839
Fixed charge, N/(D kT) = 5.00: C_Q ratio 0.5034
Example zero-bias N/(D kT) 5.018
Fixed-charge ratio there 0.5033
1D fixed-charge ratio, low temperature 0.2499
Wave model: barrier half-length 12.0 nm, edge 2.0 nm
Wave model: source Fermi level 0.35 eV above source edge
Wave C_Q/C0: zero bias 0.9901
Wave C_Q/C0: high bias 0.4837
Wave C_Q ratio 0.4885
Wave drain-fed share of density, high bias 8.38e-07
Neglected effects: C_Q zero bias, high bias (uF/cm2), ratio
Nonparabolic band: 4.546, 2.449, 0.5386
Second subband: 3.760, 1.903, 0.5061
Backscattered fraction 0.091 (10 nm layer, 100 nm free path)
Backscattering: 3.756, 2.060, 0.5485
Drain coupling 0.1 C_ins: 3.750, 1.890, 0.5039
At 358 K: 3.725, 1.885, 0.5061
Oxide-equivalent field: zero bias 1.42 MV/cm
Oxide-equivalent field: high bias 0.99 MV/cm
Gap plus electron confinement 0.897 eV
\end{verbatim}
